\section*{Why two slow electrons radiate no dipole bremsstrahlung}

\section{An estimate that fails}

Two electrons collide at $0.05$ of the speed of light each and scatter through $90^\circ$. Both are accelerated, so it seems reasonable to give each its dipole (Larmor) radiation and add the two intensities. For soft photons this gives $1.55\times10^{-5}$ for the photon number per unit logarithmic frequency interval. The relativistic current of the same collision gives $2.33\times10^{-8}$, less by a factor of more than six hundred. For an electron and a positron on the same trajectories the sum is wrong the other way: it gives half the true dipole intensity.

The error lies in adding intensities. The wavelength is much longer than the distance the particles cover during one period of the wave, so the fields must be added first. Two equal charges with equal masses and opposite accelerations then cancel. What survives, and how large it is, can be worked out in a model with a closed solution: two free particles with a Coulomb interaction, treated in lowest Born order.

Units are $\hbar=c=1$ and $e^2=4\pi\alpha$. The particles have masses $m_i$ and charges $q_ie$, with $M=m_1+m_2$ and $\mu=m_1m_2/M$. I work in the centre-of-mass frame; for equal masses each particle has speed $v\ll1$ there.

\section{The dipole belongs to the centre of mass}

Let $\mathbf F$ be the force on particle 1. Particle 2 feels $-\mathbf F$, so the dipole moment $\mathbf d=e(q_1\mathbf r_1+q_2\mathbf r_2)$ obeys
\begin{equation}
\ddot{\mathbf d}=e\left(\frac{q_1}{m_1}-\frac{q_2}{m_2}\right)\mathbf F .
\label{ddot}
\end{equation}
For an electron and a positron the bracket has magnitude $2/m$, and the two contributions add. If instead $q_1/m_1=q_2/m_2=\kappa$, then
\begin{equation}
\mathbf d=e\kappa(m_1\mathbf r_1+m_2\mathbf r_2)=e\kappa M\mathbf R ,\qquad
\dot{\mathbf d}=e\kappa\mathbf P .
\end{equation}
The dipole is the centre of mass $\mathbf R$ in other units. The total momentum $\mathbf P$ of an isolated pair is constant, so the dipole does not accelerate. In quantum mechanics $\mathbf P$ commutes with the Coulomb Hamiltonian and has no matrix element between states of different energy. This holds at any strength of the Coulomb interaction. It fails if a third body acts: an external force $\mathbf F_{\rm ext}$ on the pair gives $\ddot{\mathbf d}=e\kappa\mathbf F_{\rm ext}$, and a nearby nucleus supplies such a force.

The magnetic dipole is silent for a similar reason. Its orbital part is
\begin{equation}
\frac e2\sum_i q_i\,\mathbf r_i\times\dot{\mathbf r}_i=\frac{e\kappa}{2}\,\mathbf L ,
\end{equation}
and a central force conserves the angular momentum $\mathbf L$. The Coulomb Hamiltonian does not contain the spins, so the spin moments are conserved too.

The next source comes from the phase $e^{-i\mathbf k\cdot\mathbf r_i}$ of the emitted wave. Its first-order term carries a factor $kr$. During a time $1/\omega$ a particle moves about $v/\omega$, and $k=\omega$, so $kr\sim v$. The amplitude loses one power of $v$ and the intensity two.

\section{Soft photons}

Take equal masses and a photon so soft that the collision is sudden on the scale $1/\omega$ and costs negligible energy. A current $e\mathbf J$ emits
\begin{equation}
\omega\frac{dN}{d\omega}=\frac{e^2\omega^2}{16\pi^3}\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf J|^2
=\frac{\alpha}{4\pi^2}\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\omega\mathbf J|^2 ,
\label{emission}
\end{equation}
where the first prefactor is $\omega$ times the photon phase space $\omega\,d\omega\,d\Omega/(16\pi^3)$, per $d\omega$, and $\mathbf J=\int dt\sum_i q_i\mathbf v_i e^{i\omega t-i\mathbf k\cdot\mathbf r_i}$. The paths are straight before and after the collision. With $\int_0^\infty e^{iat}dt=i/a$ and $\int_{-\infty}^0e^{iat}dt=-i/a$,
\begin{equation}
\omega\mathbf J=i\sum_i q_i\left[\frac{\mathbf v_i'}{1-\hat{\mathbf k}\cdot\mathbf v_i'}-\frac{\mathbf v_i}{1-\hat{\mathbf k}\cdot\mathbf v_i}\right].
\end{equation}
Particle 1 goes from $v\mathbf n$ to $v\mathbf n'$, particle 2 from $-v\mathbf n$ to $-v\mathbf n'$. Using $1/(1-u)\simeq1+u$,
\begin{equation}
\omega\mathbf J\simeq i(q_1-q_2)v(\mathbf n'-\mathbf n)
+i(q_1+q_2)v^2\left[\mathbf n'(\hat{\mathbf k}\cdot\mathbf n')-\mathbf n(\hat{\mathbf k}\cdot\mathbf n)\right].
\label{twoterms}
\end{equation}
The first term is odd under reversal of both velocities and needs unequal charges. The second is even and needs a nonzero total charge.

For the electron-positron pair $(q_1-q_2)^2=4$ and $|\mathbf n'-\mathbf n|^2=4\sin^2(\theta/2)$. The polarization sum is $\sum\epsilon_i\epsilon_l=\delta_{il}-\hat k_i\hat k_l$, and the average of $\hat k_i\hat k_l$ is $\delta_{il}/3$. A constant vector $\mathbf a$ therefore gives $\int d\Omega\sum|\boldsymbol\epsilon\cdot\mathbf a|^2=8\pi a^2/3$, and
\begin{equation}
\left(\omega\frac{dN}{d\omega}\right)_{e^-e^+}=\frac{\alpha}{4\pi^2}\,\frac{8\pi}{3}\,16v^2\sin^2\frac\theta2
=\frac{32\alpha}{3\pi}v^2\sin^2\frac\theta2 .
\end{equation}

For two electrons $(q_1+q_2)^2=4$, and the source is the symmetric traceless tensor $S_{ij}=n_i'n_j'-n_in_j$ with $S_{ij}S_{ij}=2-2\cos^2\theta=2\sin^2\theta$. The average of four components of $\hat{\mathbf k}$ is $(\delta_{ij}\delta_{lm}+\delta_{il}\delta_{jm}+\delta_{im}\delta_{jl})/15$. The average of $\sum|\epsilon_i\hat k_jS_{ij}|^2$ is then
\begin{equation}
\left(\frac13-\frac2{15}\right)S_{ij}S_{ij}=\frac15S_{ij}S_{ij} ,
\label{average}
\end{equation}
so that
\begin{equation}
\left(\omega\frac{dN}{d\omega}\right)_{e^-e^-}=\frac{\alpha}{4\pi^2}\,\frac{4\pi}{5}\,4v^4\,2\sin^2\theta
=\frac{8\alpha}{5\pi}v^4\sin^2\theta .
\end{equation}
With $\sin^2\theta=4\sin^2(\theta/2)\cos^2(\theta/2)$ the ratio is
\begin{equation}
\frac{e^-e^-}{e^-e^+}=\frac35\,v^2\cos^2\frac\theta2 .
\label{softratio}
\end{equation}
It vanishes at $\theta=\pi$ because reversing both electrons leaves $n_in_j$ unchanged, so that $S_{ij}=0$. Exchange of the outgoing electrons is the replacement $\mathbf n'\to-\mathbf n'$, which does not change $S_{ij}$ at any angle, so the soft factor also holds for identical particles.

At $v=0.05$ and $\theta=90^\circ$, with $\alpha=0.00730$,
\begin{align}
e^-e^+:&\quad \frac{32(0.00730)}{3\pi}(0.0025)(0.5)=3.10\times10^{-5},\\
e^-e^-:&\quad \frac{8(0.00730)}{5\pi}(6.25\times10^{-6})=2.32\times10^{-8}.
\end{align}
The ratio is $7.50\times10^{-4}$; the unexpanded current gives $7.51\times10^{-4}$.

\section{Photons that take a finite share of the energy}

The soft limit might hide a dipole that appears when the photon takes much of the energy. The Born amplitude shows that it does not. Let the initial momenta be $\pm\mathbf p$. After emission the pair carries $-\mathbf k$, so the final momenta are $\mathbf p'-(m_1/M)\mathbf k$ and $-\mathbf p'-(m_2/M)\mathbf k$. Define $\mathbf Q=\mathbf p'-\mathbf p$ and $V(\mathbf Q)=e^2q_1q_2/Q^2$. Particle $i$ emits through the coupling $-eq_i\,\boldsymbol\epsilon\cdot\mathbf p_i/m_i$.

Suppose particle 1 emits. Particle 2 then absorbs the momentum $-\mathbf Q-(m_2/M)\mathbf k$, whether emission comes before or after the Coulomb scattering, so the potential enters as $V(\mathbf Q+m_2\mathbf k/M)$. The energy denominators, initial minus intermediate energy, are
\begin{equation}
\text{after: }\ \omega\left(1-\frac{\hat{\mathbf k}\cdot\mathbf p'}{m_1}\right),\qquad
\text{before: }\ -\omega\left(1-\frac{\hat{\mathbf k}\cdot\mathbf p}{m_1}\right),
\end{equation}
up to terms of relative order $\omega/m\sim v^2$. For particle 2 the momenta change sign and the potential is $V(\mathbf Q-m_1\mathbf k/M)$. To first order in $p/m$ the amplitude is
\begin{align}
\mathcal M=-\frac e\omega\Big\{
&\frac{q_1}{m_1}V\!\left(\mathbf Q+\tfrac{m_2}{M}\mathbf k\right)\Big[\boldsymbol\epsilon\cdot\mathbf Q+\frac{D}{m_1}\Big]\nonumber\\
-&\frac{q_2}{m_2}V\!\left(\mathbf Q-\tfrac{m_1}{M}\mathbf k\right)\Big[\boldsymbol\epsilon\cdot\mathbf Q-\frac{D}{m_2}\Big]\Big\},
\end{align}
with $D=(\boldsymbol\epsilon\cdot\mathbf p')(\hat{\mathbf k}\cdot\mathbf p')-(\boldsymbol\epsilon\cdot\mathbf p)(\hat{\mathbf k}\cdot\mathbf p)$. The leading part is
\begin{equation}
\mathcal M_{\rm dip}=-\frac e\omega\left(\frac{q_1}{m_1}-\frac{q_2}{m_2}\right)V(\mathbf Q)\,\boldsymbol\epsilon\cdot\mathbf Q ,
\end{equation}
which contains the bracket of (\ref{ddot}) at every photon energy.

For equal ratios $\kappa$ this cancels. The two potentials differ by $\mathbf k\cdot\nabla V=-2V\,\mathbf k\cdot\mathbf Q/Q^2$, because the shifts add to $\mathbf k$. The $D$ terms add to $D(1/m_1+1/m_2)=D/\mu$. Energy conservation gives $2\omega=(p^2-p'^2)/\mu$ at this order. Hence
\begin{align}
\mathcal M_{\rm quad}&=-\frac{e\kappa V}{\omega}\,\epsilon_i\hat k_jT_{ij},\\
T_{ij}&=\frac1\mu\left[p'_ip'_j-p_ip_j-(p^2-p'^2)\frac{Q_iQ_j}{Q^2}\right].
\end{align}
A magnetic dipole would be an antisymmetric part of $T_{ij}$, and there is none. The spin coupling does not depend on $\mathbf p_i$, so emission before and after scattering cancels between $-\omega$ and $+\omega$ at this order.

Two electrons also have the exchange amplitude, with $\mathbf p'\to-\mathbf p'$ and a minus sign. Call the direct and exchange values $A$ and $B$. Each contributes for all four initial spin states; they interfere in the two with parallel spins. The spin sum is $4A^2+4B^2-2\cdot2AB=4(A^2+B^2-AB)$. Let $a_{ij}$ be the traceless part of $T_{ij}/Q^2$, and $b_{ij}$ the same with $\mathbf p'\to-\mathbf p'$; the trace drops out since $\boldsymbol\epsilon\cdot\hat{\mathbf k}=0$. By (\ref{average}) the electron factor is $\frac45(a{:}a+b{:}b-a{:}b)/m^2$. The pair gives $4\cdot\frac23\cdot(2/m)^2/Q^2=\frac{32}{3}/(m^2Q^2)$. At a fixed angle the ratio is therefore
\begin{equation}
\frac{e^-e^-}{e^-e^+}=\frac{3Q^2}{40}\,(a{:}a+b{:}b-a{:}b).
\label{hardratio}
\end{equation}
Since $T\sim p^2/m$, this is again of order $p^2/m^2=v^2$. It is a ratio of cross sections, whereas (\ref{softratio}) compares photon numbers per collision. For a soft photon $T_{ij}=(2p^2/m)S_{ij}$ in both amplitudes and $b=a\tan^2(\theta/2)$, so (\ref{hardratio}) becomes (\ref{softratio}) times $1-\tan^2(\theta/2)+\tan^4(\theta/2)$, the ratio of the elastic cross sections. That factor is 1 at $90^\circ$ and grows toward $\theta=\pi$, where the exchange amplitude dominates.

Let the photon take half the kinetic energy, $0.64$ keV, at $90^\circ$. Then $p'^2=p^2/2$ and $Q^2=\frac32p^2$ for both amplitudes. With $\mathbf p$ along $z$ and $\mathbf p'$ along $x$, the bracket in $T$, in units of $p^2$, has $xx=\frac13$, $zz=-\frac43$ and $xz=\pm\frac{\sqrt2}{6}$, the sign changing under exchange. Removing the trace,
\begin{align}
a{:}a=b{:}b&=\frac{4}{m^2(3/2)^2}\left(\frac19+\frac{16}9+\frac19-\frac13\right)=\frac{16}{9m^2}\cdot\frac53,\\
a{:}b&=\frac{16}{9m^2}\left(\frac19+\frac{16}9-\frac19-\frac13\right)=\frac{16}{9m^2}\cdot\frac{13}9 .
\end{align}
Equation (\ref{hardratio}) gives $\frac{9}{80}\cdot\frac{16}{9}\cdot\frac{17}{9}\,v^2=0.378\,v^2$, or $9.4\times10^{-4}$ at $v=0.05$. The complete tree amplitudes, with exchange and annihilation graphs, give $9.5\times10^{-4}$.

Integration over scattering angle, with a factor $\frac12$ because the final electrons are identical, gives a spectral ratio $C(x)v^2$, where $x$ is the photon's share of the kinetic energy. Numerically $C=0.79$, $0.75$ and $0.53$ at $x=0.1$, $0.5$ and $0.9$.

\section{Equal ratio, not identity}

Identical particles necessarily have equal $q/m$, so electrons alone cannot show whether the dipole vanishes because the particles are identical or because their ratios are equal. Distinguishable particles can. Take masses 1 and 2, momentum $0.01$ in units of the smaller mass, $x=0.5$ and $\theta=1.2$ rad. In the full tree amplitudes, charges $(1,2)$ radiate only $2.6\times10^{-5}$ of the intensity of charges $(1,-2)$. Equal charges $(1,1)$, whose ratios differ, radiate about 600 times more than $(1,2)$. Like charges can have a dipole; equal charge-to-mass ratios remove it. The numerical check compares all three cases with the formulas above.

\section{Where the suppression ends}

The small parameter is the speed. At $90^\circ$ and $x=0.5$ the full tree ratio divided by $v^2$ is $0.381$ at $v=0.05$, $0.429$ at $0.2$ and $0.632$ at $0.4$, where the ratio itself has reached $0.10$. For soft photons at $v=0.9$ and $90^\circ$ the unexpanded current gives $0.42$ for the ratio of photon numbers per collision: the leading order (\ref{softratio}) gives only $0.24$, many terms of the expansion in $\hat{\mathbf k}\cdot\mathbf v$ are needed, and two electrons radiate nearly half as much as the pair.

Very slow particles set another limit. The Born formulas need $\alpha$ to be small against the relative speed, before and after emission. At $v=0.05$ the initial parameter is $\alpha/(2v)=0.073$; at $x=0.9$ the final one is $0.073/\sqrt{0.1}=0.23$, and Coulomb distortion, repulsive for electrons and attractive for the pair, is no longer a small correction. For the pair, the change in the spectrum is close to the ratio of the factors $2\pi\eta/(1-e^{-2\pi\eta})$ after and before emission, where $\eta$ is the parameter just given; the two factors partly cancel. At $v=0.05$ the exact nonrelativistic Coulomb dipole spectrum of the pair, integrated over angle, lies about $9\%$ above the Born value at $x=0.5$ and about $50\%$ above it at $x=0.9$. The finite-$x$ ratios of electron-electron to electron-positron emission given above are Born values, and the distortion changes the coefficient $C(x)$. It cannot restore the nonrelativistic dipole, whose absence rests on momentum conservation and not on the Born approximation.

\section*{Table of computed values}
\begin{verbatim}
CM speed of each particle: 0.05 c
Scattering angle: 90 degrees
Kinetic energy of each particle: 0.6399 keV
Born parameter alpha/(2v): 0.0730
Soft e-e+ intensity, dipole formula: 3.0971e-05
Soft e-e+ intensity, full current: 3.1002e-05
Soft e-e- intensity, quadrupole formula: 2.3228e-08
Soft e-e- intensity, full current: 2.3278e-08
Soft ratio, formula: 7.5000e-04
Soft ratio, full current: 7.5086e-04
Hard photon share of CM kinetic energy x: 0.50
Hard photon energy: 0.6399 keV
Hard ratio at 90 degrees, formula: 9.4444e-04
Hard tree ratio at v = 0.05 c: 9.5192e-04; over v^2: 0.3808
Hard tree ratio at v = 0.10 c: 3.8992e-03; over v^2: 0.3899
Hard tree ratio at v = 0.20 c: 1.7167e-02; over v^2: 0.4292
Hard tree ratio at v = 0.40 c: 1.0113e-01; over v^2: 0.6320
C(x = 0.1): 0.7907; spectral ratio at v = 0.05 c: 1.9767e-03
C(x = 0.5): 0.7537; spectral ratio at v = 0.05 c: 1.8843e-03
C(x = 0.9): 0.5261; spectral ratio at v = 0.05 c: 1.3153e-03
C(0.5) from full tree amplitudes at p = 0.01 mc: 0.7538
Soft ratio at v = 0.90 c, 90 degrees: 0.4160
Test particles: masses 1 and 2, p = 0.01 mc, x = 0.5, theta = 1.2 rad
Charges (1,2) over charges (1,-2), intensity: 2.6235e-05
Charges (1,1) over charges (1,2), intensity: 5.9571e+02
Largest relative error, hard dipole formula: 2.44e-04
Largest relative error, hard quadrupole formula: 2.84e-04
\end{verbatim}
